# Removed and recombined charge in diode turn-off under a current ramp

## 1. Definitions and conventions

A p-i-n diode carries a steady forward current $I_F$. From $t=0$ the circuit imposes

$$i(t)=I_F-at,\qquad a>0. \tag{1}$$

Forward current is positive. The peak reverse current $I_{RM}$ and all removed charges are quoted as positive magnitudes. With times in ns and currents in A, charges are in nC.

The excess mobile charge in the base is $q$, its recombination lifetime is $\tau$, and $T$ is a transit time defined in Section 2. The combinations used throughout are

$$k=\frac{\tau}{\tau+T},\qquad \tau_{rr}=\frac{\tau T}{\tau+T}=(1-k)\tau,\qquad r=\frac{I_F}{a\tau}. \tag{2}$$

The current crosses zero at $t_0=I_F/a=r\tau$ and reaches its reverse peak at $t_1=z\tau$. The removed charge is

$$Q_{rr}=-\int_{t_0}^{\infty} i\,dt. \tag{3}$$

It contains mobile charge alone: the charge of the depletion capacitance is left out, as are avalanche and self-heating.

## 2. Charge balance and the blocking condition

Let $p(x,t)$ be the excess hole density in a base $0<x<L$ of area $S$, with $J_p$ the hole current density and $e$ the elementary charge. Continuity reads

$$\frac{\partial p}{\partial t}=-\frac{p}{\tau}-\frac1e\frac{\partial J_p}{\partial x}.$$

Multiply by $eS$, integrate over the base and set $q=eS\int_0^L p\,dx$:

$$\frac{dq}{dt}=-\frac q\tau+S\,[J_p(0)-J_p(L)].$$

If the end regions do not recombine carriers, no electron current enters the p region and no hole current enters the n region. Then $SJ_p(0)=i$ and $J_p(L)=0$, so that

$$\frac{dq}{dt}=i-\frac q\tau. \tag{4}$$

This balance does not say when the junction begins to block. The two-charge lumped model adds

$$i=\frac{q_E-q}{T}, \tag{5}$$

where $q_E$ is the carrier density at the junction edge, scaled to units of charge. It is not a second store and does not enter the balance. A density cannot be negative, so $q_E=q+Ti\ge0$, or

$$i\ge-\frac qT. \tag{6}$$

The circuit imposes (1) while this holds. Once $q_E$ reaches zero the junction supports reverse voltage and the diode sets the current, $i=-q/T$. Equation (5) is a model closure, not a solution of the diffusion equation.

## 3. The ramp

Try $q=\tau(I_F-at)+C$ in (4). The left side is $-a\tau$ and the right side is $-C/\tau$, hence $C=a\tau^2$. Adding the homogeneous solution $Be^{-t/\tau}$ and requiring the steady value $q(0)=I_F\tau$ gives $B=-a\tau^2$:

$$q(t)=\tau(I_F-at)+a\tau^2\left(1-e^{-t/\tau}\right). \tag{7}$$

The first term is the charge that would be in equilibrium with the instantaneous current. The second is the lag behind it. At zero current the lag alone remains:

$$q_0=q(t_0)=a\tau^2(1-e^{-r}). \tag{8}$$

The steady start requires a long enough forward pulse. A pulse of length $t_p$ applied to an empty base leaves $q(0)=I_F\tau(1-e^{-t_p/\tau})$. The deficit adds $-I_F\tau e^{-t_p/\tau}e^{-t/\tau}$ to (7), and the formulas below then need that term.

The edge charge during the ramp is

$$q_E=(\tau+T)(I_F-at)+a\tau^2(1-e^{-t/\tau}),$$

$$\frac{dq_E}{dt}=-a(\tau+T)+a\tau e^{-t/\tau}<0\quad(t>0).$$

It falls steadily and equals $q_0>0$ at $t_0$, so it has one zero, at some $t_1>t_0$. Setting $q_E(t_1)=0$ gives

$$(\tau+T)(at_1-I_F)=a\tau^2(1-e^{-t_1/\tau}).$$

Division by $a\tau(\tau+T)$ yields

$$z-r=k(1-e^{-z}). \tag{9}$$

Since $I_{RM}=a(t_1-t_0)=a\tau(z-r)$,

$$I_{RM}=ak\tau(1-e^{-z}). \tag{10}$$

To solve (9), put $y=z-r-k=-ke^{-z}$. Then

$$ye^y=-ke^{-z}e^{z-r-k}=-ke^{-(r+k)}.$$

Because $z>0$ and $0<k\le1$, we have $-1<y<0$. This selects the principal Lambert branch:

$$z=r+k+W_0\!\left(-ke^{-(r+k)}\right). \tag{11}$$

When $k$ is near 1 and $r$ is small, the argument approaches the branch point $-1/e$. A bracketed root search is then a safe alternative. The function $F(z)=z-r-k(1-e^{-z})$ is negative at $z=r$, positive at $z=r+k$, and has slope $1-ke^{-z}>0$. For small $z$, evaluate $1-e^{-z}$ with an `expm1` routine to avoid cancellation.

## 4. The tail

At $t_1$ the condition $q_E=0$ gives $q(t_1)=TI_{RM}$. Inserting $i=-q/T$ in (4),

$$\frac{dq}{dt}=-\left(\frac1T+\frac1\tau\right)q=-\frac{q}{\tau_{rr}},$$

$$i=-I_{RM}e^{-(t-t_1)/\tau_{rr}}. \tag{12}$$

The current stays on this branch, because $-q/T$ rises towards zero while the ramp (1) continues downwards. Integration gives the two destinations of the remaining charge:

$$\text{removed: } I_{RM}\tau_{rr},\qquad \text{recombined: } \frac{TI_{RM}\tau_{rr}}{\tau}. \tag{13}$$

Their sum is $TI_{RM}\tau_{rr}(1/T+1/\tau)=TI_{RM}$, as it must be. The removed fraction of the tail charge is $\tau_{rr}/T=k$. If a measurement stops integrating when the reverse current has fallen to $\varepsilon I_{RM}$, it misses $\varepsilon I_{RM}\tau_{rr}$.

The tail also gives the overshoot voltage of the lumped model. Let the ramp come from a voltage $V_R$ across an inductance $L_s$, so $a=V_R/L_s$. With no clamp or snubber, the reverse diode voltage after $t_1$ is

$$v=V_R+L_s\frac{di}{dt}=V_R\left[1+\frac{I_{RM}}{a\tau_{rr}}e^{-(t-t_1)/\tau_{rr}}\right]. \tag{14}$$

If $v$ would exceed the breakdown voltage, the present solution no longer applies after $t_1$. The finite jump of $v$ at $t_1$ is a property of closure (5). In the diffusion equation the edge density falls at a finite rate and is then pinned at zero, so $di/dt$ diverges as $(t-t_1)^{-1/2}$. In a device, the peak voltage is set by the growth of the space-charge layer and by the capacitance, both omitted here. Equation (14) should not be used to predict a device's peak voltage.

## 5. The complete charge balance

The reverse part of the ramp is a triangle of height $I_{RM}$ and duration $I_{RM}/a$. With the tail it gives

$$Q_{rr}=\frac{I_{RM}^2}{2a}+I_{RM}\tau_{rr}. \tag{15}$$

The forward part of the ramp still injects $I_F^2/(2a)$. Applying (4) to each interval gives the recombined charges:

$$R_A=I_F\tau+\frac{I_F^2}{2a}-q_0\quad(0<t<t_0), \tag{16}$$

$$R_B=q_0-\frac{I_{RM}^2}{2a}-TI_{RM}\quad(t_0<t<t_1), \tag{17}$$

$$R_C=\frac{TI_{RM}\tau_{rr}}{\tau}\quad(t>t_1). \tag{18}$$

Thus $R_A+R_B$ is lost during the ramp and $R_C$ after it. Adding all parts,

$$I_F\tau+\frac{I_F^2}{2a}=Q_{rr}+R_A+R_B+R_C. \tag{19}$$

The difference $I_F\tau-Q_{rr}$ is therefore the total recombination minus the charge injected after the ramp began. It is the net loss, not the total loss. Carriers are not labelled here: (19) counts recombination events, whether the carriers were present at $t=0$ or injected later.

## 6. Dependence on current and ramp rate

Write $w=1-e^{-z}$. Substituting (10) in (15) gives

$$G(r)\equiv\frac{Q_{rr}}{a\tau^2}=\frac{k^2w^2}{2}+k(1-k)w. \tag{20}$$

Since $dw/dz=e^{-z}$,

$$\frac{dG}{dz}=k[kw+1-k]e^{-z}=k(1-ke^{-z})e^{-z}.$$

Equation (9) gives $dr/dz=1-ke^{-z}$. The quotient is

$$\frac{dG}{dr}=ke^{-z},\qquad \left(\frac{\partial Q_{rr}}{\partial I_F}\right)_a=k\tau e^{-t_1/\tau}. \tag{21}$$

The second form has a direct reading. Raise $I_F$ by a small $\delta I$ and align the two ramps at their zero crossings. The new ramp starts $\delta I/a$ earlier. By (7), when it passes the old $I_F$ its charge exceeds the old steady value by $\tau\,\delta I$ to first order. From there both runs have the same imposed current, so the excess decays to $\tau\,\delta I\,e^{-t_1/\tau}$ at the old peak. The tail then removes the fraction $k$ of it. The small shift of the peak time changes this result only at second order.

As $r\to0$, $z\to0$ and $G\to0$. Therefore $G(r)=\int_0^r ke^{-z(s)}ds$. Because $z$ increases with $r$, the integrand lies between its end values, and

$$ke^{-z}<\frac{Q_{rr}}{I_F\tau}<k. \tag{22}$$

At fixed $I_F$, $r$ varies as $1/a$, so

$$\left(\frac{\partial Q_{rr}}{\partial a}\right)_{I_F}=\tau^2\left(G-r\frac{dG}{dr}\right)>0,$$

where the sign follows from the lower bound in (22). A steeper ramp removes more charge.

## 7. Limits

**Fast ramp, $T>0$.** Both bounds in (22) tend to $k$, so $Q_{rr}\to kI_F\tau$. Even an instantaneous ramp leaves recombination in the tail. For small $z$, (9) gives $z\approx r/(1-k)$, and integrating (21) yields

$$\frac{Q_{rr}}{I_F\tau}\approx k\left[1-\frac{r}{2(1-k)}\right],\qquad r\ll(1-k)^2. \tag{23}$$

The condition gives $z\ll1-k$. This makes $z$ itself small and keeps the quadratic term $kz^2/2$ in (9) small beside the linear term $(1-k)z$. This is a limit of the lumped model. When $t_1\ll T$, the carrier profile has no time to adjust across the base, and one transit time cannot be expected to describe it.

**Fast ramp, $T=0$.** Now $k=1$, the ramp ends when $q=0$, and there is no tail. Expansion gives

$$r=z-1+e^{-z}=\frac{z^2}{2}-\frac{z^3}{6}+O(z^4),$$

$$G=\frac{(1-e^{-z})^2}{2}=\frac{z^2}{2}-\frac{z^3}{2}+O(z^4).$$

Hence $G=r-z^3/3+O(z^4)$. With $z=\sqrt{2r}\,[1+O(\sqrt r)]$,

$$\frac{Q_{rr}}{I_F\tau}=1-\frac{2\sqrt2}{3}\sqrt r+O(r). \tag{24}$$

The square root arises because the reverse current needs a time of about $\sqrt{2I_F\tau/a}$ to extract the charge, much longer than $t_0$ when $r$ is small. At $r=10^{-4}$ numerical integration gives a lost fraction of 0.00939, against 0.00943 from the leading term.

**Slow ramp.** For $r\gg1$, $z\to r+k$ and $w\to1$. Equation (20) gives

$$Q_{rr}\to a\tau^2\left(k-\frac{k^2}{2}\right)=\frac{a}{2}(\tau^2-\tau_{rr}^2), \tag{25}$$

where $k-k^2/2=[1-(1-k)^2]/2$ was used. The result no longer depends on $I_F$, because the charge has forgotten its initial value and retains only the lag $q_0\to a\tau^2$. At most half of this lag charge is removed. At least half recombines after the zero crossing.

## 8. Separating the charges from a recorded current

Suppose $a$, $t_1$, $I_{RM}$ and $\tau_{rr}$ have been read from a current record, with $t_1$ measured from the start of the ramp. Since $k\tau=\tau-\tau_{rr}$, (10) becomes

$$\frac{I_{RM}}{a}=H(\tau)\equiv(\tau-\tau_{rr})\left(1-e^{-t_1/\tau}\right). \tag{26}$$

With $s=t_1/\tau$,

$$\frac{dH}{d\tau}=1-e^{-s}-\left(1-\frac{\tau_{rr}}{\tau}\right)se^{-s}\ge1-(1+s)e^{-s}>0.$$

Thus $H$ rises from 0 at $\tau=\tau_{rr}$ towards $t_1$ as $\tau\to\infty$. The left side, $t_1-t_0$, lies between these values, so there is one root. The procedure is:

1. Solve (26) for $\tau$ by bracketing above $\tau_{rr}$.
2. Obtain $T$ from $1/T=1/\tau_{rr}-1/\tau$.
3. Evaluate (8) and (15)–(18).
4. Check the sum (19), and compare (15) with the integrated reverse current.

Neither check in step 4 confirms the lifetime. The sum is an identity once $T$ comes from step 2: $q_0$ cancels, and any $\tau$ satisfies it. It can reveal an arithmetic slip in the terms that do not cancel, but not a misread value of $a$, $t_1$, $I_{RM}$ or $\tau_{rr}$. The comparison with the integrated current tests the waveform, a straight ramp followed by an exponential tail, because (15) needs only $a$, $I_{RM}$ and $\tau_{rr}$. A curved ramp, a non-exponential tail or capacitive charge can spoil that comparison. A non-exponential tail also makes $\tau_{rr}$, and hence $\tau$, ambiguous. Take the drive of Section 9 and a purely diffusive base with diffusion coefficient $D$, $\tau=200$ ns and $L=0.89\sqrt{D\tau}$, whose steady profile corresponds to $T=50$ ns. Equation (26) then returns 230, 183 or 194 ns when $\tau_{rr}$ is taken from the late slope, the $1/e$ time or the tail charge divided by $I_{RM}$. The last choice passes the comparison by construction.

The steady start must be checked separately. With the parameters of Section 9, a forward pulse of 100 ns into an empty base gives a current that passes both checks, yet (26) returns 126 ns instead of 200 ns. Lengthen the forward pulse until the $\tau$ found no longer changes. In a wide-gap diode with little stored charge, the capacitive part may matter and should be determined separately.

If the loss rate is not proportional to $q$, for example because the lifetime depends on density, (7) and (26) fail. Integrating the balance still gives the total loss as the initial charge plus the charge injected during the forward part of the ramp, minus the removed charge. The initial charge must then be known independently.

## 9. Worked example

Take the round model parameters $I_F=10$ A, $a=0.2$ A/ns, $\tau=200$ ns and $T=50$ ns. Then

$$k=\frac{200}{250}=0.8,\quad \tau_{rr}=\frac{200\times50}{250}=40\ \text{ns},\quad r=\frac{10}{0.2\times200}=0.25.$$

The zero crossing is at $t_0=50$ ns. Equation (11) gives $z=0.6194$, so $t_1=123.9$ ns and $I_{RM}=14.775$ A. The removed charge is

$$Q_{rr}=\frac{14.775^2}{2\times0.2}+14.775\times40=545.8+591.0=1136.8\ \text{nC},$$

or 1.137 µC. More than half of it flows in the tail. Stopping the integration at 10% of the peak would miss 59 nC, about 5% of $Q_{rr}$.

The initial charge is 2000 nC, and the forward part of the ramp injects another 250 nC. With $q_0=1769.6$ nC and $TI_{RM}=738.8$ nC, the recombined charges are

- $R_A=2000+250-1769.6=480.4$ nC;
- $R_B=1769.6-545.8-738.8\approx485.1$ nC, the last digit coming from unrounded values;
- $R_C=738.8\times40/200=147.8$ nC.

About 965 nC recombines during the ramp, and 1113.2 nC in all. The balance is $1136.8+1113.2=2250.0$ nC. The removed charge is 57% of the initial charge and 64% of the charge present at zero current. Neither stored charge can stand in for $Q_{rr}$.

Reading $Q_{rr}/I_F=113.7$ ns as a lifetime would put it 43% below the true 200 ns. The slope (21) is smaller still, 86.1 nC/A, so it is not the lifetime either. Applying (26) to a numerically integrated current recovers 200.00 ns. That current is noise-free and comes from the same model, so this tests the inversion, not the model's fit to a device.

For an unclamped inductive circuit, and within the lumped model only, (14) gives an initial reverse voltage of $[1+14.775/(0.2\times40)]V_R\approx2.8V_R$. With $T=0$ and the same drive, the peak current would be 22.0 A and $Q_{rr}$ would be 1215.4 nC. The removed charge changes by 7%, but the peak current by 49%, so a fair value of $Q_{rr}$ does not guarantee a fair waveform.

Changing the ramp rate alone gives:

| $a$ (A/ns) | $Q_{rr}$ (nC) | recombined (nC) |
|---:|---:|---:|
| 0.01 | 191 | 6809 |
| 0.05 | 675 | 2325 |
| 0.2 | 1137 | 1113 |
| 1 | 1449 | 601 |
| 5 | 1563 | 447 |

At the slowest rate the recombined charge exceeds the initial 2000 nC because the forward part of the ramp injects $10^2/(2\times0.01)=5000$ nC more. At the fastest rate $Q_{rr}$ is approaching its model limit of 1600 nC, but there $t_1$ is well below $T$, and the caution after (23) applies.

Direct integration of (4) with constraint (6), without supplying $t_1$, was compared with the formulas for five parameter sets. The largest error in any separate charge was $5.5\times10^{-10}$ of the initial charge. The numerical output lists the separate charges for the worked example.

## Values computed for the example and the checks

```
Forward current I_F = 10.0 A
Ramp rate a = 0.200 A/ns
Lifetime tau = 200.0 ns; transit time T = 50.0 ns
k = 0.8000; r = 0.2500 (dimensionless)
Tail time tau_rr = 40.00 ns
Zero crossing t0 = 50.00 ns
Peak time t1 = 123.88 ns; z = 0.61938
Peak reverse current I_RM = 14.775 A
Initial stored charge = 2000.0 nC
Charge injected during forward ramp = 250.0 nC
Charge left at zero crossing = 1769.6 nC
Charge left at reverse peak = 738.8 nC
Removed before reverse peak = 545.8 nC
Removed in tail = 591.0 nC
Total removed Q_rr = 1136.8 nC
Total removed Q_rr = 1.1368 microcoulomb
Recombined, forward ramp = 480.4 nC
Recombined, reverse ramp = 485.1 nC
Recombined, tail = 147.8 nC
Total recombined = 1113.2 nC
Q_rr / initial charge = 0.5684
Q_rr / charge at zero crossing = 0.6424
Lower bound k*exp(-z) = 0.4306
Simulated Q_rr = 1136.8 nC
Largest charge error / initial charge, five drives = 5.5e-10
dQ_rr/dI_F, formula = 86.125 nC/A
dQ_rr/dI_F, simulation = 86.127 nC/A
Naive lifetime Q_rr/I_F = 113.7 ns
Lifetime recovered from current trace = 200.00 ns
T=0: t1 = 160.24 ns; I_RM = 22.049 A
T=0: Q_rr = 1215.4 nC
T=0, r=1e-04: lost fraction, simulation = 0.00939
T=0, r=1e-04: lost fraction, leading law = 0.00943
Fast-ramp limit of Q_rr = 1600.0 nC
Slow test: a = 0.004167 A/ns
Slow test: Q_rr simulated = 80.000 nC
Slow test: Q_rr limit = 80.000 nC
Sweep: a (A/ns), I_RM (A), Q_rr (nC), recombined (nC), Q_rr/initial
 0.01    1.595    191.0   6809.0  0.0955
 0.05    6.457    675.2   2324.8  0.3376
 0.20   14.775   1136.8   1113.2  0.5684
 1.00   27.070   1449.2    600.8  0.7246
 5.00   35.858   1562.9    447.1  0.7814
```
